\section*{Stepwise rise of d and f quantum defects with nuclear charge, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

The outer electron of a neutral atom in a $d$ or $f$ Rydberg state has energies $E=-1/(n-\mu_l)^2$ Ry. Followed along the periodic table, the quantum defects $\mu_2$ and $\mu_3$ do not grow evenly: slow stretches alternate with rises by about one as the nuclear charge $Z$ grows, sharply for $f$ and much less sharply for $d$ (the measured $d$ defects of K, Rb and Cs, about 0.28, 1.35 and 2.47, are far from integers). Why do they do so, what fixes the position and the sharpness of each rise, and does a screened one-electron model reproduce it?

\section*{Answer}

Rydberg atomic units are used: energies in Ry, lengths in bohr, $\hbar=2m=1$, $e^2=2$. Spin, relativity and self-consistency are left out, and $Z$ is a continuous parameter. The program and its output follow the text.

\subsection*{The model and its two wells}

The radial equation is
\begin{equation}
-u''+\Big[\frac{l(l+1)}{r^2}+V\Big]u=Eu,\qquad V=-\frac{2}{r}\max[Z\phi(x),1],\qquad x=\frac{r}{b},
\end{equation}
with the Thomas--Fermi screening function $\phi$ and the Latter tail $-2/r$ of a singly charged ion. The bracket is called $V_{\rm eff}$. The function $\phi$ follows from the Fermi-gas density $\rho=k_F^3/3\pi^2$, $k_F^2=2Z\phi/r$, and Poisson's equation $\nabla^2(-2Z\phi/r)=-8\pi\rho$ for $r>0$. Since $\nabla^2(\phi/r)=r^{-1}d^2\phi/dr^2$, this reads $d^2\phi/dr^2=(4r/3\pi Z)(2Z\phi/r)^{3/2}$, and the choice $b^{3/2}=3\pi Z/[4(2Z)^{3/2}]$ removes all constants:
\begin{equation}
\phi''=\phi^{3/2}x^{-1/2},\quad \phi(0)=1,\quad \phi(\infty)=0,\quad b=b_0Z^{-1/3},\quad b_0=\Big(\frac{9\pi^2}{128}\Big)^{1/3}=0.88534 .
\end{equation}
A sum rule tests the numerical solution. With $I=\int\phi^{5/2}x^{-1/2}dx$ and $J=\int\phi'^2dx$, multiplying the equation by $\phi$ and integrating by parts gives $I=-\phi'(0)-J$; multiplying by $x\phi'$ gives $-J/2=-I/5$. Hence $I=-\tfrac57\phi'(0)$, which holds within $10^{-6}$ for the computed $\phi'(0)=-1.588071$.

Let $r_0$ be the radius where $Z\phi=1$. The short-range part $U=V+2/r$ is negative for $r<r_0$ and zero beyond. Inside $r_0$,
\begin{equation}
r^2V_{\rm eff}=l(l+1)-2b_0Z^{2/3}\,x\phi(x).
\end{equation}
The product $x\phi$ has a maximum $0.4863$ at $x=2.10$. A region of negative $V_{\rm eff}$, the inner well, therefore opens when $2(0.88534)(0.4863)Z^{2/3}=0.8611\,Z^{2/3}>l(l+1)$, that is for $Z>18.4$ ($d$) and $Z>52.0$ ($f$). Outside $r_0$, $r^2V_{\rm eff}=l(l+1)-2r$ is negative only for $r>l(l+1)/2$: 3 bohr for $d$, 6 bohr for $f$. If $r_0$ is smaller than this radius, $V_{\rm eff}(r_0)>0$ and a barrier above the ionization threshold separates the wells. At the five steps found below $r_0$ lies between 2.3 and 3.0 bohr, so the $f$ barrier is wide and the $d$ barrier marginal.

A Rydberg electron in the outer well reaches the core only by tunnelling, and its levels are nearly hydrogenic. As $Z$ grows the inner well deepens until it holds a level of its own. That level adds one node to every state above it without moving those states much; $n$ rises by one at fixed energy, and so does $\mu$.

\subsection*{The defect with its integer part}

At $E=0$ and $U=0$ the equation $u''+[2/r-l(l+1)/r^2]u=0$ becomes Bessel's equation of order $2l+1$ under $u=\sqrt r\,w(z)$, $z=\sqrt{8r}$. Take
\begin{equation}
f=\sqrt{\pi r}\,J_{2l+1}(z),\qquad g=\sqrt{\pi r}\,Y_{2l+1}(z).
\end{equation}
With $W(p,s)=ps'-p's$, the Bessel Wronskian $2/\pi z$ and $dz/dr=z/2r$ give $W(f,g)=\pi r\,(z/2r)(2/\pi z)=1$. Write $f=M\cos\theta$, $g=M\sin\theta$. Then $\theta'=W(f,g)/M^2>0$, and $\theta(0)=-\pi/2$ because $f\to0^+$, $g\to-\infty$.

For the regular zero-energy solution $u$ in the full potential define $a=W(f,u)=-A\sin\delta$ and $c=W(g,u)=-A\cos\delta$. The identity $u=fW(u,g)+gW(f,u)$ gives
\begin{equation}
u=A(f\cos\delta-g\sin\delta)=AM\cos(\theta+\delta),\qquad \tan\delta=a/c .
\end{equation}
Because $u''=V_{\rm eff}u$ and $f''=(V_{\rm eff}-U)f$, one has $a'=fu''-f''u=Ufu$ and likewise $c'=Ugu$. Therefore
\begin{equation}
\delta'=\frac{a'c-ac'}{a^2+c^2}=\frac{Uu(fc-ga)}{A^2}=-U(f\cos\delta-g\sin\delta)^2\ge0 .
\label{eq:vp}
\end{equation}
At the origin $a\to0$ and $c<0$, so $\delta(0)=0$ with $A>0$; $A$ never vanishes, since $a=c=0$ would mean $u=u'=0$. Beyond $r_0$ the phase is constant, and $\pi\mu\equiv\delta(r_0)$. The total phase $\theta+\delta$ climbs monotonically from $-\pi/2$, and $u$ vanishes each time it passes $\pi/2$ modulo $\pi$. If $u$ has $N_R$ nodes below $R>r_0$, then $\theta(R)+\pi\mu\in[N_R\pi-\pi/2,\,N_R\pi+\pi/2)$, which fixes the integer part of $\mu$.

This phase is the spectroscopic defect of high levels. Put $E=-1/\nu^2$, $\lambda=l+\tfrac12$, $k^2=-\nu^{-2}+2/r-\lambda^2/r^2$ with zeros $r_<,r_>$. For large $\nu$ the semiclassical Coulomb phase is $\theta=\int_{r_<}^rk\,dr-\pi/4$, and decay beyond $r_>$ requires $u\propto\cos(\pi/4-\int_r^{r_>}k\,dr)$. Equating phases modulo $\pi$,
\begin{equation}
\int_{r_<}^{r_>}k\,dr-\frac{\pi}{2}+\pi\mu=j\pi ,
\end{equation}
where $j$ counts nodes, since the phase runs from $-\pi/2$ to $j\pi+\pi/4$. Here $k=\sqrt{(r-r_<)(r_>-r)}/\nu r$. With $r=C+D\cos\chi$, $C=\nu^2$, $C^2-D^2=\lambda^2\nu^2$, the numerator becomes $D^2\sin^2\chi=-r^2+2Cr-(C^2-D^2)$; dividing by $r$ and using $\int_0^\pi d\chi/(C+D\cos\chi)=\pi/\sqrt{C^2-D^2}$ gives $\pi(C-\lambda\nu)/\nu=\pi(\nu-\lambda)$. Hence $\nu=n-\mu$ with $n=j+l+1$. The program tests this without semiclassics: levels $n=12,16,20$ from diagonalization, extrapolated to $E=0$, agree with the threshold $\mu$ within $2\times10^{-3}$ at eight values of $Z$, for example $0.9573$ against $0.9572$ and $1.9991$ against $1.9990$.

\subsection*{The defect can only rise}

Let $v=\partial u/\partial Z$. Differentiating $u''=V_{\rm eff}u$ gives $v''=V_{\rm eff}v+(\partial_ZU)u$, so $W(u,v)'=(\partial_ZU)u^2$ and $W(u,v)=\int_0^r(\partial_ZU)u^2dr$. Beyond $r_0$, $v=(\partial_ZA/A)u-A\pi(d\mu/dZ)(f\sin\pi\mu+g\cos\pi\mu)$. The first term has no Wronskian with $u$; in the second, $W(f\cos\pi\mu-g\sin\pi\mu,\,f\sin\pi\mu+g\cos\pi\mu)=\cos^2\pi\mu+\sin^2\pi\mu=1$. With the normalization $A=1$,
\begin{equation}
\pi\frac{d\mu}{dZ}=-\int_0^{r_0}(\partial_ZU)\,u^2dr=\int_0^{r_0}\frac2r\Big(\phi+\frac{x\phi'}{3}\Big)u^2dr ,
\label{eq:slope}
\end{equation}
where $\partial x/\partial Z=x/3Z$ was used. The bracket is positive. If $\phi$ solves the Thomas--Fermi equation so does $\gamma^3\phi(\gamma x)$; differentiating at $\gamma=1$ shows that $\eta=3\phi+x\phi'$ obeys $\eta''=\tfrac32(\phi/x)^{1/2}\eta$ with $\eta(0)=3$, $\eta(\infty)=0$. A zero at finite $x$ would force, beyond it, a positive maximum or a negative minimum, which the equation forbids because $\eta''$ has the sign of $\eta$, or else $\eta\equiv0$, which contradicts $\eta(0)=3$. So $\mu(Z)$ is continuous and increasing. A jump is a large finite slope, and by (\ref{eq:slope}) it occurs where the solution with unit outer amplitude is large inside the core. The identity agrees with finite differences of $\mu$ within $0.3\%$ of the slope at all five steps studied.

\subsection*{Where the step sits and what shape it has}

At any $r\ge r_0$ let $L=u'/u$, $L_f=f'/f$, $L_g=g'/g$. Then $a=fu(L-L_f)$ and $c=gu(L-L_g)$, and $L_g-L_f=W(f,g)/fg=1/fg$. Writing $L-L_f=(L-L_g)+1/fg$,
\begin{equation}
\tan\pi\mu=\frac fg+\frac{1}{g^2(L-L_g)} .
\label{eq:exact}
\end{equation}
This is exact; it is tested with $L$ taken near 3.3 bohr against $\mu$ matched near 6.5 bohr. Under a barrier $f$ is small and $g$ large ($f/g=-0.024$ at $r_0$ for the first $f$ step, $-0.26$ for the first $d$ step), so $\tan\pi\mu$ is small and $\mu$ is near an integer unless $|L-L_g|\lesssim1/g^2$. Neither term alone is the plateau value: for $U=0$, $L=L_f$ and they cancel. At $L=L_g$ the solution is a multiple of $g$, which decreases outward under the barrier; the inner well then holds a zero-energy level, and $\mu=N+\tfrac12$. Call this charge $Z_c$. Since $\partial_ZL=W(u,v)/u^2<0$, $L$ crosses the fixed $L_g$ once on each branch, always downward.

$L$ is the wrong quantity to linearize, because it has a pole when a node crosses the matching radius. The Wronskians $a(Z)$ and $c(Z)$, with $u$ normalized at the origin, are independent of $r$ beyond $r_0$ and have no poles. With $\Delta=Z-Z_c$, $c\approx c_1\Delta+c_2\Delta^2$ and $a\approx a_0+a_1\Delta$, the ratio is $a/c\approx(a_0+a_1\Delta)(1-c_2\Delta/c_1)/c_1\Delta$, and up to terms of order $\Delta$
\begin{equation}
\tan\pi\mu\approx\beta-\frac{w}{\Delta},\qquad w=-\frac{a_0}{c_1},\qquad \beta=\frac{a_1}{c_1}-\frac{a_0c_2}{c_1^2} .
\label{eq:pole}
\end{equation}
At $\Delta=0$, $\pi\,d\mu/dZ=(a_1c-ac_1)/(a^2+c^2)=-c_1/a_0=1/w$, so (\ref{eq:slope}) gives $w$. For $\beta=0$, $\tan(\pi/2+y)=-1/\tan y$ turns (\ref{eq:pole}) into
\begin{equation}
\mu\approx N+\frac12+\frac1\pi\arctan\frac{Z-Z_c}{w}.
\label{eq:atan}
\end{equation}
Half of the rise occurs within $Z_c\pm w$. Over $Z_c\pm D$ the rise is $1-[\arctan(w/D+\beta)+\arctan(w/D-\beta)]/\pi=(2/\pi)\arctan(D/w)+O(\beta^2)$: the background cancels in first order, and the shortfall from one is $2w/\pi D$ for $D\gg w$. The form holds while $|\Delta|$ is small against the spacing of successive steps.

\subsection*{The width as a tunnelling factor}

Set $r=e^t$, $u=r^{1/2}y$. Then $u'=r^{-1/2}(\dot y+y/2)$ and $u''=r^{-3/2}(\ddot y-y/4)$, so at $E=0$, exactly,
\begin{equation}
\ddot y=qy,\qquad q=\lambda^2+r^2V .
\end{equation}
There are three zeros $t_1<t_2<t_3$ of $q$, the last at $r=\lambda^2/2>r_0$. Define $\Phi=\int_{t_1}^{t_2}\sqrt{-q}\,dt$ and $K=\int_{t_2}^{t_3}\sqrt q\,dt$. The Airy connection formulas, with $\sigma$ and $s$ the integrals of $|q|^{1/2}$ from a turning point into the allowed and forbidden side and the common factor $|q|^{-1/4}$ dropped, are $2\cos(\sigma-\pi/4)\leftrightarrow e^{-s}$ and $-\sin(\sigma-\pi/4)\leftrightarrow e^{s}$. The regular solution decays to the left of $t_1$, so in the inner well it is $\cos(\Phi-\sigma_2-\pi/4)$ with $\sigma_2$ measured from $t_2$. Then
\begin{align}
\cos(\Phi-\sigma_2-\tfrac\pi4)&=\sin\Phi\,\cos(\sigma_2-\tfrac\pi4)-\cos\Phi\,\sin(\sigma_2-\tfrac\pi4)\nonumber\\
&\to\tfrac12\sin\Phi\,e^{-s_2}+\cos\Phi\,e^{s_2}
=\tfrac12\sin\Phi\,e^{-K}e^{s_3}+\cos\Phi\,e^{K}e^{-s_3}\nonumber\\
&\to2\cos\Phi\,e^{K}\cos(\sigma_3-\tfrac\pi4)-\tfrac12\sin\Phi\,e^{-K}\sin(\sigma_3-\tfrac\pi4).
\end{align}
The first line uses $\cos[(\sigma_2-\pi/4)-(\Phi-\pi/2)]$, the second $s_2=K-s_3$. Outside $t_3$, the substitution $p=\sqrt{2r-\lambda^2}$, $dt=2p\,dp/(p^2+\lambda^2)$, gives $\sigma_3=2p-2\lambda\arctan(p/\lambda)\to\sqrt{8r}-\pi\lambda$. The Bessel asymptotic phase is $z-(2l+1)\pi/2-\pi/4=\sigma_3-\pi/4$, so the cosine is $f$ and the sine is $g$, with equal factors. Comparison with $f\cos\pi\mu-g\sin\pi\mu$ yields
\begin{equation}
\tan\pi\mu\approx\tfrac14e^{-2K}\tan\Phi .
\end{equation}
The pole lies at $\Phi=(N+\tfrac12)\pi$, the quantization rule of the inner well, and $\tan\Phi\approx-1/(\Phi'\Delta)$ near it, with $\Phi'=d\Phi/dZ$:
\begin{equation}
\Phi(Z_c)\approx(N+\tfrac12)\pi,\qquad w\approx\frac{e^{-2K}}{4\Phi'} .
\label{eq:wkb}
\end{equation}
Two limits apply. The turning points must be well separated, $K$ well above one. And the coefficient of $e^{-s_2}$ is controlled only where the growing term is nearly absent, $\cos\Phi\approx0$; the result gives the pole term of (\ref{eq:pole}) and not $\beta$.

In this model each rise of the quantum defect is centred where the inner well holds a zero-energy level, and for a thick barrier its width is set by tunnelling. What remains is to put numbers to the $d$ and $f$ steps, follow the collapse of the orbital, test the role of the barrier, and state the limits of the model.
